# Source-Drain Tunnelling in a Tilted Valley: Phase, Energy Shift and Mass

An electron tunnels from source to drain in a valley whose ellipsoid is tilted with respect to the channel. Two masses offer themselves for the decay rate: the diagonal element $M_{xx}$ of the mass tensor, and the reciprocal $1/W_{xx}$ of the diagonal element of the inverse-mass tensor. For the silicon barrier treated below, 6 nm long, they are $0.555\,m_0$ and $0.315\,m_0$, and the first gives a transmission 167 times too small. The off-diagonal elements also put a first derivative into the wave equation, and it is not obvious whether that term adds to the decay. The derivation settles both points. It also shows that the off-diagonal elements shift an energy, so that the statement "they add only a phase" needs a condition.

## The valley and the conserved wavevector

Let $x$ point from source to drain and let $\mathbf k_t=(k_y,k_z)$ be the transverse wavevector, with all wavevectors measured from the valley minimum. Near that minimum the band energy is

$$\varepsilon(\mathbf k)=C\,\mathbf k^{T}W\mathbf k,\qquad C=\frac{\hbar^2}{2m_0}, \tag{1}$$

where $W$ is the symmetric, positive definite inverse-mass tensor in units of $1/m_0$. Its inverse $M=W^{-1}$ is the mass tensor in units of $m_0$. Separate the $x$ direction from the transverse ones:

$$W=\begin{pmatrix} w & \mathbf u^{T}\\ \mathbf u & S\end{pmatrix},\qquad
M=\begin{pmatrix} M_{xx} & \mathbf p^{T}\\ \mathbf p & N\end{pmatrix}. \tag{2}$$

Here $w=W_{xx}$, $\mathbf u=(W_{xy},W_{xz})$ holds the off-diagonal elements that couple $x$ to the transverse plane, and $S$ and $N$ are $2\times2$ blocks.

Three assumptions enter. The tensor $W$ is the same everywhere, the potential energy $V$ depends on $x$ only, and the barrier does not mix valleys. The second makes $\mathbf k_t$ a constant of the motion, which we take to be real. With $g=\mathbf u\cdot\mathbf k_t$, equation (1) reads

$$\varepsilon=C\left[w k_x^2+2g k_x+\mathbf k_t^{T}S\mathbf k_t\right]. \tag{3}$$

Replacing $k_x$ by $-i\,d/dx$ turns $k_x^2$ into $-d^2/dx^2$, and the envelope function $\psi(x)$ obeys

$$C\left[-w\psi''-2ig\,\psi'+\mathbf k_t^{T}S\mathbf k_t\,\psi\right]+V(x)\psi=E\psi. \tag{4}$$

## Completing the square

Define

$$b=\frac{g}{w}=\frac{\mathbf u\cdot\mathbf k_t}{W_{xx}}. \tag{5}$$

Since $w(k_x+b)^2=wk_x^2+2gk_x+g^2/w$, equation (3) becomes

$$\varepsilon=C w(k_x+b)^2+E_t,\qquad
E_t=C\left[\mathbf k_t^{T}S\mathbf k_t-\frac{g^2}{w}\right]. \tag{6}$$

The first term is never negative and vanishes at $k_x=-b$. Thus $E_t$ is the lowest band energy available at the given $\mathbf k_t$.

The mass tensor gives $E_t$ a compact form. The upper right and lower right blocks of $WM=1$ are

$$w\mathbf p^{T}+\mathbf u^{T}N=0,\qquad \mathbf u\mathbf p^{T}+SN=1. \tag{7}$$

The first gives $\mathbf p^{T}=-\mathbf u^{T}N/w$. Inserted in the second, it yields $(S-\mathbf u\mathbf u^{T}/w)N=1$, so that

$$S-\frac{\mathbf u\mathbf u^{T}}{w}=N^{-1},\qquad E_t=C\,\mathbf k_t^{T}N^{-1}\mathbf k_t. \tag{8}$$

The upper left element, $wM_{xx}+\mathbf u^{T}\mathbf p=1$, with $\mathbf p=-N\mathbf u/w$, gives

$$M_{xx}=\frac1w+\frac{\mathbf u^{T}N\mathbf u}{w^2}\ \ge\ \frac1{W_{xx}}. \tag{9}$$

Because $N$ is positive definite, the two candidate masses agree only when $\mathbf u=0$.

## Removing the first derivative

Equation (6) suggests shifting the origin of $k_x$ by $-b$, which in real space is multiplication by a phase factor:

$$\psi(x)=e^{-ibx}\varphi(x). \tag{10}$$

The derivatives are

$$\psi'=e^{-ibx}(\varphi'-ib\varphi),\qquad \psi''=e^{-ibx}(\varphi''-2ib\varphi'-b^2\varphi). \tag{11}$$

Insert them in the first two terms of (4) and use $wb=g$:

$$-w\psi''-2ig\psi'=e^{-ibx}\left[-w\varphi''+2ig\varphi'+\frac{g^2}{w}\varphi-2ig\varphi'-\frac{2g^2}{w}\varphi\right]. \tag{12}$$

The first derivatives cancel, and the constants combine to $-g^2/w$, which is the constant contained in $E_t$. After division by the common phase factor,

$$-C\,W_{xx}\,\varphi''+V(x)\varphi=E_x\varphi,\qquad E_x=E-E_t. \tag{13}$$

This is the ordinary one-dimensional equation for a particle of mass $m_0/W_{xx}$ and energy $E_x$, whatever the shape of $V(x)$. Where $V$ is constant and exceeds $E_x$, the solutions are $\varphi=e^{\pm\kappa x}$ with $CW_{xx}\kappa^2=V-E_x$, or

$$\kappa=\sqrt{\frac{V-E_x}{C\,W_{xx}}}. \tag{14}$$

In terms of the original wavevector, $k_x=-b\pm i\kappa$. The real part comes from the off-diagonal elements and changes the phase. The imaginary part gives the attenuation.

The reason for the mass $1/W_{xx}$ can be seen in classical motion. A potential $V(x)$ exerts a force $F$ along $x$ only, and the acceleration along $x$ is then $W_{xx}F/m_0$. The transverse velocity is not held at zero, since the same force also accelerates the electron sideways, in the ratio $\mathbf u/W_{xx}$ to its acceleration along $x$. The phase carries the same information. Combined with the transverse plane wave it reads

$$e^{i\mathbf k_t\cdot\mathbf r_t-ibx}=\exp\left[i\mathbf k_t\cdot\left(\mathbf r_t-\frac{\mathbf u}{W_{xx}}x\right)\right]. \tag{15}$$

In a packet built from several $\mathbf k_t$, this factor displaces the packet sideways by $\mathbf u/W_{xx}$ per unit length. The dependence of $\varphi$ on $\mathbf k_t$ can add a further displacement. At a single $\mathbf k_t$ it has modulus one.

## What is held fixed

At fixed $E_x$, equations (10) and (13) show that $\mathbf u$ adds only the phase $-bx$. At fixed total energy $E$ the situation is different. By (6), the off-diagonal elements lower $E_t$ by

$$\Delta E_t=\frac{C(\mathbf u\cdot\mathbf k_t)^2}{W_{xx}} \tag{16}$$

compared with a tensor that has the same $w$ and $S$ but $\mathbf u=0$. This raises $E_x$ and reduces $\kappa$. The shift vanishes when $\mathbf u\cdot\mathbf k_t=0$, and in particular at $\mathbf k_t=0$.

## Current and transmission

The phase must also drop out of the current. The velocity is $\hbar^{-1}\partial\varepsilon/\partial k_x=(2C/\hbar)(wk_x+g)$, so the probability current is

$$J=\frac{2C}{\hbar}\left[w\,\mathrm{Im}(\psi^*\psi')+g|\psi|^2\right]. \tag{17}$$

From (11), $\mathrm{Im}(\psi^*\psi')=\mathrm{Im}(\varphi^*\varphi')-b|\varphi|^2$. Since $wb=g$, the density terms cancel:

$$J=\frac{2C\,W_{xx}}{\hbar}\,\mathrm{Im}(\varphi^*\varphi'). \tag{18}$$

The transmission is therefore that of (13). Reversing $\mathbf k_t$ reverses $b$ but leaves $E_t$ unchanged, so the transmission is even in $\mathbf k_t$.

Now take a flat barrier of height $V_0$ for $0<x<L$, with $V=0$ in both leads and $0<E_x<V_0$. In the leads $\varphi$ has wavenumbers $\pm q$, where

$$q=\sqrt{\frac{E_x}{C\,W_{xx}}}. \tag{19}$$

With uniform $W$ and finite steps, $\varphi$ and $\varphi'$ are continuous. Let $\varphi=\tau e^{iq(x-L)}$ in the drain. The solution in the barrier with the same value and slope at $L$ is

$$\varphi=\tau\left[\cosh\kappa(x-L)+\frac{iq}{\kappa}\sinh\kappa(x-L)\right]. \tag{20}$$

At the source end this gives

$$\varphi(0)=\tau\left[\cosh\kappa L-\frac{iq}{\kappa}\sinh\kappa L\right],\quad
\varphi'(0)=\tau\left[iq\cosh\kappa L-\kappa\sinh\kappa L\right]. \tag{21}$$

In the source $\varphi=Ae^{iqx}+Be^{-iqx}$, hence $A=\tfrac12[\varphi(0)+\varphi'(0)/(iq)]$. Using $-\kappa/(iq)=i\kappa/q$ and $\psi(L)=e^{-ibL}\tau$,

$$\frac{\psi(L)}{A}=\frac{e^{-ibL}}{\cosh\kappa L+\dfrac i2\left(\dfrac{\kappa}{q}-\dfrac{q}{\kappa}\right)\sinh\kappa L}. \tag{22}$$

The leads are alike, so $T$ is the squared modulus. With $\cosh^2=1+\sinh^2$ and $1+\tfrac14(a-1/a)^2=\tfrac14(a+1/a)^2$ for $a=\kappa/q$,

$$T=\left[1+\frac14\left(\frac{\kappa}{q}+\frac{q}{\kappa}\right)^2\sinh^2\kappa L\right]^{-1}. \tag{23}$$

Equations (14) and (19) give $(\kappa/q+q/\kappa)^2=V_0^2/[E_x(V_0-E_x)]$. For $\kappa L\gg1$, $\sinh^2\kappa L\approx e^{2\kappa L}/4$, and if the second term in (23) is much larger than one,

$$T\approx\frac{16E_x(V_0-E_x)}{V_0^2}\,e^{-2\kappa L}. \tag{24}$$

The prefactor contains no mass. In this limit a wrong mass enters through the exponent alone.

## Silicon valleys at 45 degrees

For an ellipsoid of revolution with masses $m_l$ and $m_t$, whose long axis lies in the $xy$ plane at angle $\theta$ to $x$,

$$W_{xx}=\frac{\cos^2\theta}{m_l}+\frac{\sin^2\theta}{m_t},\qquad
M_{xx}=m_l\cos^2\theta+m_t\sin^2\theta. \tag{25}$$

Multiplying these and using $\cos^4\theta+\sin^4\theta=1-2\sin^2\theta\cos^2\theta$,

$$M_{xx}W_{xx}=1+\frac{(m_l-m_t)^2}{m_lm_t}\sin^2\theta\cos^2\theta. \tag{26}$$

The two masses agree at $0^\circ$ and $90^\circ$, and their ratio is largest at $45^\circ$. That angle occurs for the in-plane valleys of a silicon film on a (001) wafer with its channel along $\langle110\rangle$. The rough typical masses $m_l=0.92$ and $m_t=0.19$ give

$$W_{xx}=\frac12\left(\frac1{0.92}+\frac1{0.19}\right)=3.175,\qquad
W_{xy}=\frac12\left(\frac1{0.92}-\frac1{0.19}\right)=-2.088.$$

Thus $1/W_{xx}=0.315$ and $M_{xx}=M_{yy}=0.555$.

The film is 5 nm thick along $z$ and wide along $y$. Hard walls give $k_z=\pi/(5\ \mathrm{nm})=0.628$ /nm, as a standing wave made of $+k_z$ and $-k_z$. Confinement is compatible with the derivation here because $W_{xz}=W_{yz}=0$: both parts have the same $b$ and the same $E_t$. If $W_{xz}$ were not zero, this would fail even at $k_y=0$, where the two parts still have the same $E_t$: they would combine to $\sin(k_zz-W_{xz}k_zx/W_{xx})$, which cannot vanish on a wall at every $x$. The result would then not apply to the film.

Choose $L=6$ nm, $V_0=0.25$ eV, $k_y=0.30$ /nm and $E=0.13$ eV, with energies measured from the bulk band edge in the source. With $C=0.0381$ eV nm$^2$,

$$E_t=\frac{0.0381(0.628)^2}{0.19}+\frac{0.0381(0.30)^2}{0.555}=79.2+6.2=85.3\ \text{meV},$$

where the last digit follows from the unrounded terms. Hence $E_x=130-85.3=44.7$ meV. Equation (14) gives

$$\kappa=\sqrt{\frac{0.315\,(0.250-0.0447)}{0.0381}}=1.303\ \text{/nm},\qquad \kappa L=7.82.$$

From (5), $b=-2.088(0.30)/3.175=-0.197$ /nm, so the added phase is $-bL=1.18$ rad. Equation (23) gives $T=3.8\times10^{-7}$, and direct numerical integration of (4), with its first derivative kept, gives the same value. Lengthening the barrier to 8 nm in that integration gives a mean decay of $\ln T$ of 2.606 /nm, equal to $2\kappa$.

Putting $M_{xx}$ in place of $1/W_{xx}$ at the same $E_x$ raises the decay rate to 1.730 /nm. The exponent changes by $2(1.730-1.303)(6)=5.1$, which accounts for the factor of 167.

The condition on the energy also shows in the numbers. Setting $W_{xy}=0$ at fixed $E_x$ leaves $T$ at $3.8\times10^{-7}$. At fixed $E$, equation (16) says that $E_t$ rises by 4.7 meV, and $T$ falls to 0.77 of its value. By (24), the exponential contributes a factor of about 0.84 and the prefactor about 0.92.

## The example beside a real transistor

A 5 nm film is a realistic thin body, but a 6 nm barrier is shorter than the gates of production silicon logic, which are roughly 15 to 20 nm long. The example belongs to the regime of research devices. The following estimates change one assumption at a time at fixed $E$ and $k_y$. Each factor is relative to $T=3.8\times10^{-7}$, and the factors should not be multiplied together. One omission is the pair of valleys whose long axis is normal to the film. In their lowest subband they have $E_t=34$ meV and tunnelling mass $0.19\,m_0$, and each transmits 265 times as much as one tilted valley. At this energy and $k_y$ they carry most of the tunnelling, so the tilted-valley result is not the leakage of the whole film. Barrier shape also matters: a parabolic barrier with the same top and base length transmits 102 times as much. A finite oxide wall (rough values 3.1 eV and $0.5\,m_0$) lowers the film energy from 79 to 58 meV and multiplies $T$ by 3.0. Nonparabolicity, estimated from $C\,\mathbf k^TW\mathbf k=\epsilon(1+\alpha\epsilon)$ with $\epsilon=E-V$ and a rough $\alpha=0.5$ /eV, multiplies $T$ by 1.5 if $\varphi'$ is kept continuous at the steps. The factor is only about 1.1 if the continuous quantity is instead $\varphi'$ divided by the energy-dependent mass, which is proportional to $1+2\alpha\epsilon$. Both figures treat nonparabolicity as the same in all directions. The coupling between the two lowest conduction bands depends on direction, and a rough two-band estimate for this valley, with hard walls (valley minimum $0.15\,(2\pi/a)$ from the X point, with $a$ the lattice constant, and interband coupling $2C(1/m_t-1)k_1k_z$, with $k_1$ the in-plane wavevector across the long axis), raises $\kappa$ to about 1.4 /nm, which reduces the exponential factor to roughly 0.3 of its value. Even the sign of the correction is therefore uncertain here. Lowering the drain lead by 0.5 eV while the barrier stays flat multiplies $T$ by 1.16. In a short device the drain also pulls down the barrier itself, which this last figure leaves out. That effect can exceed all the others: if the barrier top falls linearly by 0.5 eV from source to drain, a field of about 0.8 MV/cm, and the drain lead is lowered by the same 0.5 eV, $T$ rises by a factor of about $5\times10^4$.

Temperature and barrier length strongly affect how much tunnelling matters, and so do the barrier shape and the valley. Consider this one transverse mode with the flat 6 nm barrier, an empty drain and a source Fermi level 0.10 eV above the bulk band edge. At 300 K about 12% of the current has $E_x<V_0$, and the rest passes over the barrier. At 77 K practically all of it tunnels. With a 15 nm barrier the same model gives tunnelling shares of only about 0.15% at 300 K and 4% at 77 K. These small shares belong to the flat barrier and the tilted valley. A parabolic barrier with the same top and base length gives about 74% (6 nm) and 25% (15 nm) at 300 K, and over 99% at 77 K for both lengths. The lowest subband of the valleys normal to the film, with the flat 15 nm barrier, gives about 0.4% at 300 K and 94% at 77 K. For the tilted valley and the flat 6 nm barrier, replacing Fermi by Boltzmann statistics changes the 300 K share only from 0.115 to 0.117. Scattering, self-consistent electrostatics and gate leakage are not included.

A change of barrier shape or of drain potential leaves the structure of the result intact. Equation (13) holds for any $V(x)$, so a rounded barrier or a lowered drain changes $T$ without giving the off-diagonal elements a new role at fixed $E_x$. Equation (13) does not cover a tensor $W$ that varies along $x$, as at a junction between two materials. Then, at a fixed nonzero $\mathbf k_t$, $E_t$ in general varies with position, and no single $E_x$ describes the whole path. The main values are in the numerical output that follows.

## Values computed for the example and the checks

```
longitudinal valley mass ml: 0.92 m0
transverse valley mass mt: 0.19 m0
film thickness: 5.0 nm
barrier length L: 6.0 nm
barrier height V0: 0.25 eV
total energy E above source bulk band edge: 0.13 eV
ky: 0.30 1/nm
kz = pi/film: 0.6283 1/nm
C = hbar^2/2m0: 0.038100 eV nm^2
W_xx: 3.1751 1/m0
W_xy: -2.0881 1/m0
tunnelling mass 1/W_xx: 0.3150 m0
mass-tensor element M_xx: 0.5550 m0
film energy from kz: 79.16 meV
energy from ky: 6.18 meV
transverse energy Et: 85.34 meV
longitudinal energy Ex: 44.66 meV
lowering of Et by off-diagonal element: 4.71 meV
b: -0.1973 1/nm
added phase -bL: 1.1838 rad
lead wavenumber q: 0.6076 1/nm
kappa: 1.3029 1/nm
kappa L: 7.817
T, original equation: 3.8075e-07
T, closed form: 3.8075e-07
T with ky reversed: 3.8075e-07
-d lnT/dL from L to L+2 nm: 2.6057 1/nm
2 kappa: 2.6057 1/nm
kappa if M_xx were used: 1.7295 1/nm
T if M_xx were used: 2.2761e-09
true T / T with M_xx: 167.3
T, W_xy removed at same Ex: 3.8075e-07
T, W_xy removed at same E: 2.9153e-07
ratio to true T, W_xy removed at same E: 0.766
untilted valleys: Et: 34.40 meV
untilted valleys: T: 1.0101e-04
untilted valleys: T / tilted T: 265.3
nonparabolicity alpha (rough): 0.5 1/eV
nonparabolic kappa: 1.2798 1/nm
nonparabolic T / parabolic T: 1.50
oxide wall height (rough): 3.1 eV
oxide mass (rough): 0.5 m0
film energy with finite wall: 58.44 meV
finite-wall T / hard-wall T: 2.96
rounded-barrier T: 3.8856e-05
rounded T / flat T: 102.1
rounded T relative shift, rtol 1e-7 to 1e-10: 4.7e-08
drain lowering: 0.5 eV
T with lowered drain / T: 1.16
source Fermi level above bulk band edge: 0.10 eV
share below barrier top, 300 K, Fermi: 0.115
share below barrier top, 300 K, Boltzmann: 0.117
share below barrier top, 77 K, Fermi: 1.00000
share below barrier top, 77 K, Boltzmann: 1.00000
```
